\section*{Exchange-only interaction of two hydrogen molecules and the enhancement factor}

\section*{Problem}

Two H$_2$ molecules attract each other weakly through dispersion, which is a correlation effect. If correlation is left out, an approximate exchange functional should reproduce the Hartree--Fock (HF) interaction curve. A minimum that HF does not have is then spurious binding, and a curve far above HF is spurious repulsion.

Each molecule has bond length $1.4$ bohr. The molecules are perpendicular to each other and to the line of length $R$ joining their centres. Atomic units are used, and interaction energies are given in $\mu E_h=10^{-6}$ hartree.

For a spin-unpolarized density $n$, write
\begin{equation}
E_x^F[n]=\int e(n)\,F(s)\,d^3r,\qquad
e(n)=-\tfrac34\left(\tfrac3\pi\right)^{1/3}n^{4/3},\qquad
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} .
\label{eq:ex}
\end{equation}
The enhancement factor $F$ is $1$ in LDA. The three gradient-corrected factors are
\begin{align}
F_{\rm PBE}&=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},
&&\kappa=0.804,\ \mu=0.2195,\\
F_{\rm PW86}&=P^{1/15},
&&P=1+1.296s^2+14s^4+0.2s^6,\\
F_{\rm B88}&=1+\frac{\beta x^2}{C\,D},
&&D=1+6\beta x\,\mathrm{arsinh}\,x,\quad \beta=0.0042,
\end{align}
with $x=2(6\pi^2)^{1/3}s$ and $C=\frac32(3/4\pi)^{1/3}$.

\begin{enumerate}
\item[(a)] Find how the slope $F'(s)$ enters the interaction energy when all functionals are evaluated on the same densities.
\item[(b)] Find $F'(s)$ for the three factors and its behaviour at large $s$.
\item[(c)] Compute the interaction curves and explain their differences at $R=6.5$ bohr.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write $F(s)-1$ as the integral of $F'$ from $0$ to $s$, and extend the upper limit to infinity with a step function.
\item Ask where the exchange energy sits on the $s$ axis, and how that distribution changes when two density tails overlap.
\item At the midpoint between the molecules, compare $s$ in the pair with $s$ in one molecule.
\item A functional can be repulsive at the midpoint and still bind. Look for regions that act the other way.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The slope formula}

All four factors have $F(0)=1$. With the unit step function $\theta$,
\begin{equation}
F(s(\mathbf r))=1+\int_0^{s(\mathbf r)}F'(t)\,dt
=1+\int_0^\infty F'(t)\,\theta\big(s(\mathbf r)-t\big)\,dt .
\end{equation}
Insert this in Eq.~\eqref{eq:ex}. Part (b) shows that $F'\ge0$, and $e\le0$, so the integrand has one sign. For finite $E_x^F$ the order of integration may therefore be exchanged:
\begin{equation}
E_x^F[n]=\int e(n)\,d^3r+\int_0^\infty F'(t)
\left[\int e(n)\,\theta\big(s(\mathbf r)-t\big)\,d^3r\right]dt .
\end{equation}
The bracket is the LDA exchange energy from points whose reduced gradient exceeds $t$. Let $\Delta$ denote the value for the pair minus twice the value for one molecule; the two molecules are equivalent by symmetry. Define
\begin{equation}
T(t)=\Delta\int e(n)\,\theta\big(s(\mathbf r)-t\big)\,d^3r .
\end{equation}
Subtraction then gives
\begin{equation}
\boxed{\;\Delta E_x^F=\Delta E_x^{\rm LDA}+\int_0^\infty F'(s)\,T(s)\,ds\;}
\label{eq:main}
\end{equation}

The function $T$ depends on the densities and not on $F$. Where $T>0$, a rising $F$ adds repulsion. Where $T<0$, it adds attraction. A flat $F$ adds neither.

Two features of $T$ follow from its definition. First, $T(0)=\Delta E_x^{\rm LDA}$. For two densities $a,b>0$ that simply add, $(a+b)^{4/3}>a^{4/3}+b^{4/3}$, so this quantity is negative for a superposed density. The HF density of the pair is not exactly such a sum, because the orbitals must be orthogonal and they relax; for it the negative sign is a computed result, given in part (c).

Second, the overlap moves exchange energy from large to small $s$. In the tail of one molecule, where $n$ falls roughly as $e^{-2\alpha r}$, we have $|\nabla n|\approx2\alpha n$ and
\begin{equation}
s\approx\frac{\alpha}{(3\pi^2 n)^{1/3}},
\label{eq:tail}
\end{equation}
which grows as the density falls. At the midpoint of the pair, however, $\nabla n=0$. A half-turn about the axis reverses the transverse components of the gradient, and a quarter-turn combined with reflection in the midplane reverses the axial one. Both operations leave the pair unchanged, so all components vanish. Negative energy has left the large-$s$ region, which makes a positive contribution to $T$ there.

\subsection*{(b) The slopes}

For PBE, differentiate the reciprocal:
\begin{equation}
F'_{\rm PBE}=\kappa\,\frac{2\mu s/\kappa}{(1+\mu s^2/\kappa)^2}
=\frac{2\mu s}{(1+\mu s^2/\kappa)^2}
\;\longrightarrow\;\frac{2\kappa^2}{\mu s^3}\qquad(s\to\infty).
\end{equation}
For PW86, use $P^{-14/15}=F^{-14}$:
\begin{equation}
F'_{\rm PW86}=\frac{P'}{15}P^{-14/15}
=\frac{2.592s+56s^3+1.2s^5}{15\,F_{\rm PW86}^{14}} .
\end{equation}
At large $s$, $P\to0.2s^6$. Hence $F\propto s^{2/5}$ and $F'\propto s^{-3/5}$.

For B88, the quotient rule gives
\begin{equation}
\frac{d}{dx}\frac{x^2}{D}=\frac{2xD-x^2D_x}{D^2},\qquad
D_x=6\beta\left(\mathrm{arsinh}\,x+\frac{x}{\sqrt{1+x^2}}\right).
\end{equation}
Inserting $D$ and $D_x$ in the numerator,
\begin{align}
2xD-x^2D_x
&=2x+12\beta x^2\mathrm{arsinh}\,x
-6\beta x^2\mathrm{arsinh}\,x-\frac{6\beta x^3}{\sqrt{1+x^2}}\nonumber\\
&=x\left[2+6\beta x\left(\mathrm{arsinh}\,x-\frac{x}{\sqrt{1+x^2}}\right)\right].
\end{align}
With $dx/ds=2(6\pi^2)^{1/3}$,
\begin{equation}
F'_{\rm B88}=\frac{2(6\pi^2)^{1/3}\beta}{C}\,
\frac{x}{D^2}\left[2+6\beta x\left(\mathrm{arsinh}\,x-\frac{x}{\sqrt{1+x^2}}\right)\right].
\end{equation}
The inner difference vanishes at $x=0$ and has derivative $(1+x^2)^{-1/2}-(1+x^2)^{-3/2}\ge0$. The slope is therefore nonnegative, as it visibly is for the other two factors. At large $x$, $\mathrm{arsinh}\,x\to\ln 2x$, so $F_{\rm B88}\to x/(6C\ln2x)$ and its slope falls only logarithmically.

At $s=4$ the slopes are $0.061$ for PBE, $0.127$ for PW86 and $0.271$ for B88. At $s=1$ they are nearly equal: $0.271$, $0.291$ and $0.271$.

\subsection*{(c) The curves and their reading}

The HF equations are solved in the aug-cc-pVDZ basis. The single molecule is computed with the basis functions of the whole pair, which is the counterpoise correction. Each functional is integrated numerically on the HF densities and replaces HF exchange:
\begin{equation}
E_{\rm int}^F=E_{\rm int}^{\rm HF}-\Delta E_x^{\rm HF}+\Delta E_x^F .
\label{eq:int}
\end{equation}
The results, in $\mu E_h$, are:
\begin{center}
\begin{tabular}{rrrrrr}
$R$/bohr & HF & LDA & PBE & PW86 & B88\\ \hline
4.5 & 3823 & 2162 & 3772 & 3930 & 5438\\
5.5 & 666 & 51 & 439 & 639 & 1425\\
6.0 & 274 & $-87$ & 83 & 258 & 791\\
6.5 & 114 & $-94$ & $-26$ & 112 & 466\\
7.0 & 49 & $-70$ & $-47$ & 54 & 286\\
8.0 & 10 & $-27$ & $-31$ & 16 & 112\\
10.0 & 2 & $-2$ & $-4$ & 2 & 15
\end{tabular}
\end{center}

HF is repulsive at every computed distance. LDA and PBE bind spuriously. Their lowest computed points are $-94\,\mu E_h$ ($-0.25$ kJ/mol) at $6.5$ bohr and $-47\,\mu E_h$ ($-0.12$ kJ/mol) at $7.0$ bohr. In this basis PW86 stays within $11\%$ of HF up to $7$ bohr, while B88 is about four times as repulsive as HF at $6.5$ bohr. The LDA and PBE wells cannot be counted as dispersion, since no correlation is present.

At $R=6.5$ bohr, $\Delta E_x^{\rm LDA}=-534.8\,\mu E_h$. Equation~\eqref{eq:int} gives the part common to all functionals:
\begin{equation}
E_{\rm int}^{\rm HF}-\Delta E_x^{\rm HF}=-94.1+534.8=440.7\ \mu E_h .
\end{equation}
To reach HF from LDA, the gradient correction in Eq.~\eqref{eq:main} would have to be $114.1+94.1=208.2\,\mu E_h$. The computed corrections are $68.4$ for PBE, $205.9$ for PW86 and $560.5$ for B88. PBE supplies a third of what is needed, and B88 supplies $2.7$ times the amount needed.

To see where these corrections arise, average $T$ over windows of $s$. Point by point, $T$ from a finite grid is a difference of step sums: for $0.05<s<1$ it shows positive spikes of up to $2312\,\mu E_h$ on the main grid and $1575\,\mu E_h$ on a finer one, whereas the window means on the two grids agree within $3\,\mu E_h$. The signs quoted below therefore refer to the means. Since $\int_0^s\theta(s(\mathbf r)-t)\,dt=\min(s(\mathbf r),s)$, the mean over $a<s<b$ is
\begin{equation}
\overline T_{ab}=\frac{I(b)-I(a)}{b-a},\qquad
I(s)=\Delta\int e(n)\,\min\big(s(\mathbf r),s\big)\,d^3r .
\end{equation}
If $T$ is replaced by its mean, a window contributes $\overline T_{ab}[F(b)-F(a)]$. For PBE between $s=3$ and $4$, for example, this is $816.6\times(1.6542-1.5714)=67.6\,\mu E_h$. All windows up to $s=6$ give, in $\mu E_h$:
\begin{center}
\begin{tabular}{lrrrr}
$s$ & $\overline T$ & PBE & PW86 & B88\\ \hline
0--1 & $-407$ & $-70$ & $-84$ & $-73$\\
1--2 & $-101$ & $-25$ & $-24$ & $-29$\\
2--3 & 407 & 62 & 69 & 118\\
3--4 & 817 & 68 & 113 & 227\\
4--6 & 343 & 26 & 78 & 179\\ \hline
sum & & 60 & 152 & 422
\end{tabular}
\end{center}
The remaining $8$, $54$ and $139\,\mu E_h$ come from $s>6$ and from the variation of $F'$ and $T$ within the windows. The means depend on the basis more than on the grid: in aug-cc-pVTZ they are $-409$, $-94$, $472$, $744$ and $383\,\mu E_h$, shifts of up to $73\,\mu E_h$ with the same signs.

Below $s=2$ the three functionals add similar amounts of attraction. Above $s=2$ they separate. PBE levels off, so its repulsion from the windows above $s=2$ (about $156\,\mu E_h$) exceeds its attraction from those below (about $95\,\mu E_h$) by far less than the $208\,\mu E_h$ needed to reach HF. B88 keeps rising and collects repulsion far into the tail.

\paragraph{The midpoint.}
Let $n$ and $s$ be the values for one molecule at the midpoint. If the densities add, the local change in exchange energy density is
\begin{equation}
e(2n)F(0)-2e(n)F(s)=e(n)\left[2^{4/3}-2F(s)\right].
\end{equation}
Because $e(n)<0$, this is repulsive when $F(s)>2^{1/3}=1.26$. At $R=6.5$ bohr, $s=4.29$. The bracket is $0.52$ for LDA, $-0.82$ for PBE, $-1.05$ for PW86 and $-1.70$ for B88. PBE exchange is thus repulsive at the midpoint although the PBE curve is attractive at this distance. The local criterion does not decide binding, which depends on the whole integral and on the common energy.

The computed pair density at the midpoint is $1.95n$, slightly below $2n$. Orthogonality explains the sign. Let each molecule have one doubly occupied orbital, with equal values $\phi$ at the midpoint and mutual overlap $S>0$. The normalized sum orbital is $2\phi/\sqrt{2(1+S)}$ there, and the difference orbital vanishes. The pair density is $4\phi^2/(1+S)$, compared with $n=2\phi^2$, so the ratio is $2/(1+S)<2$ for unrelaxed orbitals. Here $S=0.018$ gives $1.965$, about three quarters of the deficit in the HF ratio $1.955$; the rest appears when the orbitals relax.

\paragraph{Limits of the result.}
Equation~\eqref{eq:main} compares functionals on common densities. If each functional determines its own density, the energies at $6.5$ bohr become $-214$ (LDA), $-88$ (PBE), $64$ (PW86) and $457\,\mu E_h$ (B88). These values are for aug-cc-pVDZ. The order survives, and the LDA attraction more than doubles. PW86 falls to little more than half the HF value, but this drop depends strongly on the basis: in aug-cc-pVTZ, with a coarser grid for the relaxation, the self-consistent values are about $-231$ (LDA) and $106$ to $108\,\mu E_h$ (PW86, depending on the grid), the latter close to the HF value of $115\,\mu E_h$. How far PW86 departs from HF on its own density is therefore not settled here.

With the larger aug-cc-pVTZ basis and a somewhat coarser integration grid, the values on HF densities are $115$ (HF), $-97$, $-19$, $126$ and $499\,\mu E_h$. The functional values move by $3$ to $32\,\mu E_h$, most for B88, and PW86 now lies $11\,\mu E_h$ above HF instead of $2\,\mu E_h$ below it. Differences of this size at $6.5$ bohr should not be given weight. At $8$ bohr the larger basis moves the values by at most $1\,\mu E_h$; the other distances were computed in aug-cc-pVDZ only. Other orientations were not computed.

\section*{Variation 1: a larger distance}

\textit{At $R=8$ bohr PBE is more attractive than LDA. How can a gradient correction that was repulsive at $6.5$ bohr change sign?}

The correction is now $-30.5+26.8=-3.7\,\mu E_h$. In aug-cc-pVTZ it is $-4.6\,\mu E_h$, so the negative sign is found in both bases. The window means of $T$ are $-55.6$, $-35.4$, $-10.3$, $45.7$ and $124.3\,\mu E_h$ for the same five windows; in aug-cc-pVTZ they move by up to $9\,\mu E_h$ and keep their signs. Multiplication by the PBE increments gives
\begin{equation}
-9.6-8.8-1.6+3.8+9.4=-6.8\ \mu E_h .
\end{equation}
The remaining $+3.1\,\mu E_h$ again comes from $s>6$ and from variation within the windows.

At larger $R$ the tails meet at lower density, and by Eq.~\eqref{eq:tail} at larger $s$. The positive part of $T$ has moved to where PBE is nearly flat, while the negative part remains where PBE still rises. B88 has no such plateau, and its correction stays repulsive: $111.8+26.8=138.6\,\mu E_h$.

\section*{Variation 2: changing the tail of PBE}

\textit{Keep PBE for $s\le2$, but let $F$ grow as in B88 above. What happens to the energy at $R=6.5$ bohr?}

The continuous factor for $s>2$ is
\begin{equation}
F(s)=F_{\rm PBE}(2)+F_{\rm B88}(s)-F_{\rm B88}(2).
\end{equation}
Its slope is that of PBE below $s=2$ and that of B88 above. The computed interaction energy is $471.1\,\mu E_h$, compared with $-25.7$ for PBE and $466.4$ for B88. The change of tail recovers
\begin{equation}
\frac{471.1+25.7}{466.4+25.7}=1.01
\end{equation}
of the difference between the two functionals. In this case the difference therefore comes from the growth above $s=2$.

The share slightly exceeds one because the region below $s=2$ acts in the opposite direction. There $\overline T$ is negative in both windows, and B88 rises a little more than PBE, which adds a small attraction.
